# Breit-Wills hyperfine constants of an sp configuration in intermediate coupling: test program

```python
# Result under test: magnetic dipole constants A of the levels 3P2, 3P1, 1P1
# of an sp configuration in intermediate coupling (Breit-Wills expressions).
#   a_s, a_1, a_3 : one-electron constants of s1/2, p1/2, p3/2 (MHz)
#   xi            : <p3/2,1/2|t_z|p1/2,1/2> = (5 sqrt2/16) xi a_3
#   K, zeta       : s-p exchange integral and p spin-orbit constant (MHz)
#   theta         : |3P1'> = cos(theta)|3P1> + sin(theta)|1P1>
#   phi           : theta - arctan(1/sqrt2)
# Independent road: diagonalize the antisymmetrized two-electron problem with
# a nuclear spin 1/2 and read A from the hyperfine splittings.
import numpy as np

R2 = np.sqrt(2.0)
THETA0 = np.arctan(1 / R2)

# ---------- derived formulas ----------
def mixing_angle(K, zeta):
    return 0.5 * np.arctan2(R2 * zeta, 2 * K + zeta / 2)

def contributions(theta, a_s, a_1, a_3, xi):
    """Parts from a_s, a_1, a_3 and the off-diagonal element, per level."""
    s, c = np.sin(theta - THETA0), np.cos(theta - THETA0)
    cross = 5 * R2 / 16 * s * c * xi * a_3
    return {
        "3P1": np.array([(2*c*c - s*s)/4*a_s, c*c/2*a_1, 5*s*s/4*a_3, cross]),
        "3P2": np.array([a_s/4, 0.0, 3*a_3/4, 0.0]),
        "1P1": np.array([(2*s*s - c*c)/4*a_s, s*s/2*a_1, 5*c*c/4*a_3, -cross]),
    }

def breit_wills(*args):
    return {name: parts.sum() for name, parts in contributions(*args).items()}

# ---------- one-electron operators from their definitions ----------
spin = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]
raise_l = R2 * np.array([[0, 1, 0], [0, 0, 1], [0, 0, 0]], complex)
orb = [(raise_l + raise_l.T) / 2, (raise_l - raise_l.T) / 2j,
       np.diag([1, 0, -1]).astype(complex)]
one2, one3 = np.eye(2), np.eye(3)

# angular integrals <m| n_i n_j |m'> by quadrature over the sphere
x, wx = np.polynomial.legendre.leggauss(8)
az = 2 * np.pi * np.arange(12) / 12
X, AZ = (g.ravel() for g in np.meshgrid(x, az, indexing="ij"))
W = np.repeat(wx, 12) * 2 * np.pi / 12
SN = np.sqrt(1 - X**2)
n = [SN * np.cos(AZ), SN * np.sin(AZ), X]
Y = np.array([-np.sqrt(3/(8*np.pi)) * SN * np.exp(1j*AZ),
              np.sqrt(3/(4*np.pi)) * X + 0j,
              np.sqrt(3/(8*np.pi)) * SN * np.exp(-1j*AZ)])
assert np.allclose((Y.conj() * W) @ Y.T, one3, atol=1e-12)

def angular(i, j):
    return (Y.conj() * (W * n[i] * n[j])) @ Y.T

# p-electron operator l - s + 3 n (s.n), in units of a_p
t_unit = [np.kron(orb[i], one2) - np.kron(one3, spin[i])
          + 3 * sum(np.kron(angular(i, j), spin[j]) for j in range(3))
          for i in range(3)]
j_p = [np.kron(orb[i], one2) + np.kron(one3, spin[i]) for i in range(3)]
ls = sum(np.kron(orb[i], spin[i]) for i in range(3))
P3 = (ls + np.eye(6)) / 1.5
P1 = (0.5 * np.eye(6) - ls) / 1.5

# one-electron constants in units of a_p, and the off-diagonal element
for i in range(3):
    assert np.allclose(P1 @ t_unit[i] @ P1, 8/3 * P1 @ j_p[i] @ P1, atol=1e-12)
    assert np.allclose(P3 @ t_unit[i] @ P3, 8/15 * P3 @ j_p[i] @ P3, atol=1e-12)
# basis order: p+ up, p+ down, p0 up, p0 down, p- up, p- down
ket3 = np.array([0, np.sqrt(1/3), np.sqrt(2/3), 0, 0, 0])
ket1 = np.array([0, np.sqrt(2/3), -np.sqrt(1/3), 0, 0, 0])
assert np.allclose(ls @ ket3, ket3 / 2) and np.allclose(ls @ ket1, -ket1)
off_unit = (ket3 @ t_unit[2] @ ket1).real
a1_unit = 2 * (ket1 @ t_unit[2] @ ket1).real
a3_unit = 2 * (ket3 @ t_unit[2] @ ket3).real
assert abs(off_unit - R2 / 6) < 1e-12
assert abs(off_unit / a3_unit - 5 * R2 / 16) < 1e-12

# ---------- antisymmetrized sp configuration, 12 states ----------
e8 = np.eye(8)
B = np.array([(np.kron(e8[a], e8[b]) - np.kron(e8[b], e8[a])) / R2
              for a in range(2) for b in range(2, 8)]).T

def embed(s_block, p_block):
    h = np.zeros((8, 8), complex)
    h[:2, :2], h[2:, 2:] = s_block, p_block
    return h

def one_body(h):
    return B.T @ (np.kron(h, np.eye(8)) + np.kron(np.eye(8), h)) @ B

swap_orbitals = (np.eye(64).reshape(4, 2, 4, 2, 64)
                 .transpose(2, 1, 0, 3, 4).reshape(64, 64))
EXCHANGE = B.T @ swap_orbitals @ B
LS = one_body(embed(np.zeros((2, 2)), ls))
J = [one_body(embed(spin[i], j_p[i])) for i in range(3)]
S = [one_body(np.kron(np.eye(4), spin[i])) for i in range(3)]
S2 = sum(m @ m for m in S)

def fine_structure(K, zeta):
    """Level energies, and <S^2>, <l.s> of the lower J=1 level."""
    e, u = np.linalg.eigh(K * EXCHANGE + zeta * LS)
    v = u[:, 1:4]
    mean = lambda op: np.trace(v.conj().T @ op @ v).real / 3
    levels = {"3P0": e[0], "3P1": e[1:4].mean(),
              "3P2": e[4:9].mean(), "1P1": e[9:].mean()}
    return levels, mean(S2), mean(LS)

def splitting_constants(K, zeta, a_s, a_1, a_3, xi, sign):
    """A from the splittings of the full Hamiltonian, nuclear spin 1/2."""
    H = np.kron(K * EXCHANGE + zeta * LS, one2)
    F2 = np.zeros((24, 24), complex)
    for i in range(3):
        t = t_unit[i]
        tp = (a_1 / a1_unit * P1 @ t @ P1 + a_3 / a3_unit
              * (P3 @ t @ P3 + xi * (P3 @ t @ P1 + P1 @ t @ P3)))
        H = H + sign * np.kron(one_body(embed(a_s * spin[i], tp)), spin[i])
        f = np.kron(J[i], one2) + np.kron(np.eye(12), spin[i])
        F2 += f @ f
    e, u = np.linalg.eigh(H)
    f2 = np.einsum("ki,kl,li->i", u.conj(), F2, u).real
    A = {}
    for name, lo, hi, jj in (("3P1", 2, 8, 1), ("3P2", 8, 18, 2),
                             ("1P1", 18, 24, 1)):
        upper = f2[lo:hi] > jj * (jj + 1)
        assert upper.sum() == 2 * jj + 2
        el = e[lo:hi]
        A[name] = (el[upper].mean() - el[~upper].mean()) / (jj + 0.5)
    return A

def first_and_second_order(*p):
    """Reversing the hyperfine sign separates odd and even orders."""
    plus, minus = splitting_constants(*p, 1), splitting_constants(*p, -1)
    first = {k: (plus[k] - minus[k]) / 2 for k in plus}
    second = {k: (plus[k] + minus[k]) / 2 for k in plus}
    return first, second, plus

# ---------- tests on three parameter sets ----------
example = (150e6, 30e6, 3000.0, 600.0, 100.0, 1.05)
strong = (30e6, 100e6, 1500.0, 450.0, 70.0, 0.8)
nonrel = (100e6, 60e6, 1200.0, 400.0, 80.0, 1.0)
worst = 0.0
for case in (example, strong, nonrel):
    K, zeta, a_s, a_1, a_3, xi = case
    theta = mixing_angle(K, zeta)
    levels, s2, ls_mean = fine_structure(K, zeta)
    assert abs(s2 - 2 * np.cos(theta)**2) < 1e-9
    assert abs(ls_mean - (1.5 * np.sin(theta - THETA0)**2 - 1)) < 1e-9
    gap = levels["1P1"] - levels["3P1"]
    assert abs(np.sin(2 * theta) - R2 * zeta / gap) < 1e-9
    assert abs(levels["3P2"] - levels["3P0"] - 1.5 * zeta) < 1e-9 * zeta
    first, second, full = first_and_second_order(*case)
    formula = breit_wills(theta, a_s, a_1, a_3, xi)
    for k in formula:
        # remaining difference: third-order terms and eigenvalue rounding
        worst = max(worst, abs(first[k] - formula[k]))
        assert abs(first[k] - formula[k]) < 1e-3, (k, first[k], formula[k])
    total = a_s / 4 + a_1 / 2 + 5 * a_3 / 4
    assert abs(first["3P1"] + first["1P1"] - total) < 1e-3

# compact nonrelativistic forms, against the last (nonrelativistic) case
a_p = a_3 / a3_unit
sc = np.sin(theta) * np.cos(theta) / R2
assert abs(first["3P1"] - a_s*(np.cos(theta)**2/4 + sc) - a_p*(1 + sc)) < 1e-3
assert abs(first["1P1"] - a_s*(np.sin(theta)**2/4 - sc) - a_p*(1 - sc)) < 1e-3
assert abs(first["3P2"] - a_s/4 - 2*a_p/5) < 1e-3

# ---------- worked example ----------
K, zeta, a_s, a_1, a_3, xi = example
theta = mixing_angle(K, zeta)
levels, s2, ls_mean = fine_structure(K, zeta)
first, second, full = first_and_second_order(*example)
parts = contributions(theta, a_s, a_1, a_3, xi)
formula = breit_wills(theta, a_s, a_1, a_3, xi)
pure = breit_wills(0.0, a_s, a_1, a_3, xi)
wrong = breit_wills(-theta, a_s, a_1, a_3, xi)
xi_one = breit_wills(theta, a_s, a_1, a_3, 1.0)
print(f"p1/2 constant / a_p = {a1_unit:.6f}")
print(f"p3/2 constant / a_p = {a3_unit:.6f}")
print(f"off-diagonal element / a_p = {off_unit:.6f}")
print(f"K = {K/1e6:.1f} THz, zeta = {zeta/1e6:.1f} THz")
print(f"a_s = {a_s:.1f} MHz, a_1 = {a_1:.1f} MHz, a_3 = {a_3:.1f} MHz")
print(f"xi = {xi:.2f}")
for k in ("3P0", "3P1", "3P2", "1P1"):
    print(f"E({k}) = {levels[k]/1e6:.4f} THz")
print(f"theta = {np.degrees(theta):.4f} deg")
print(f"theta0 = {np.degrees(THETA0):.4f} deg")
print(f"phi = {np.degrees(theta - THETA0):.4f} deg")
print(f"sin(phi) = {np.sin(theta-THETA0):.6f}")
print(f"cos(phi) = {np.cos(theta-THETA0):.6f}")
print(f"singlet weight in 3P1 level = {1 - s2/2:.6f}")
for k in ("3P2", "3P1", "1P1"):
    q = parts[k]
    print(f"{k} parts (MHz): a_s {q[0]:.3f}, a_1 {q[1]:.3f}, "
          f"a_3 {q[2]:.3f}, cross {q[3]:.3f}")
    print(f"A({k}) formula = {formula[k]:.3f} MHz")
    print(f"A({k}) diagonalization, odd part = {first[k]:.3f} MHz")
    print(f"A({k}) second-order shift = {second[k]*1e3:.2f} kHz")
    print(f"A({k}) at theta = 0: {pure[k]:.3f} MHz")
    print(f"A({k}) with wrong sign of theta: {wrong[k]:.3f} MHz")
    print(f"A({k}) with xi = 1: {xi_one[k]:.3f} MHz")
print(f"sum A(3P1)+A(1P1) = {first['3P1'] + first['1P1']:.3f} MHz")
print(f"largest formula error, three cases = {worst:.1e} MHz")
print("checks complete")
```

Printed output:

```
p1/2 constant / a_p = 2.666667
p3/2 constant / a_p = 0.533333
off-diagonal element / a_p = 0.235702
K = 150.0 THz, zeta = 30.0 THz
a_s = 3000.0 MHz, a_1 = 600.0 MHz, a_3 = 100.0 MHz
xi = 1.05
E(3P0) = -180.0000 THz
E(3P1) = -166.4222 THz
E(3P2) = -135.0000 THz
E(1P1) = 151.4222 THz
theta = 3.8354 deg
theta0 = 35.2644 deg
phi = -31.4290 deg
sin(phi) = -0.521441
cos(phi) = 0.853287
singlet weight in 3P1 level = 0.004474
3P2 parts (MHz): a_s 750.000, a_1 0.000, a_3 75.000, cross 0.000
A(3P2) formula = 825.000 MHz
A(3P2) diagonalization, odd part = 825.000 MHz
A(3P2) second-order shift = -4.04 kHz
A(3P2) at theta = 0: 825.000 MHz
A(3P2) with wrong sign of theta: 825.000 MHz
A(3P2) with xi = 1: 825.000 MHz
3P1 parts (MHz): a_s 888.223, a_1 218.430, a_3 33.988, cross -20.647
A(3P1) formula = 1119.993 MHz
A(3P1) diagonalization, odd part = 1119.993 MHz
A(3P1) second-order shift = -45.15 kHz
A(3P1) at theta = 0: 969.792 MHz
A(3P1) with wrong sign of theta: 812.748 MHz
A(3P1) with xi = 1: 1120.977 MHz
1P1 parts (MHz): a_s -138.223, a_1 81.570, a_3 91.012, cross 20.647
A(1P1) formula = 55.007 MHz
A(1P1) diagonalization, odd part = 55.007 MHz
A(1P1) second-order shift = 0.94 kHz
A(1P1) at theta = 0: 205.208 MHz
A(1P1) with wrong sign of theta: 362.252 MHz
A(1P1) with xi = 1: 54.023 MHz
sum A(3P1)+A(1P1) = 1175.000 MHz
largest formula error, three cases = 3.8e-06 MHz
checks complete
```
